# Invariance theorem for a distorted Penning trap and the relativistic cyclotron shift

To obtain the free cyclotron frequency of an electron from the frequencies measured in a Penning trap, one must decide how to combine them. Adding the fast and the slow radial frequency is simple and correct in a perfect trap. Adding the squares of all three frequencies needs one more measurement, but it remains correct when the magnetic field is tilted and the electrodes are slightly elliptic. One must also decide whether the measured fast frequency can be used as it stands, since at a field of 5.3 T relativity lowers it by an amount that depends on the quantum state.

Take a particle of charge \(q\) and mass \(m\) in a uniform magnetic field \(\mathbf B\) of any direction and a static quadratic electric potential. SI units are used, since atomic units are unnatural for a laboratory trap. With the origin at the point of zero electric force, the potential energy is

\[
q\Phi=\tfrac12 m\,\mathbf x^{T}K\mathbf x ,
\]

where \(K\) is a real symmetric \(3\times3\) matrix with the dimension of a squared angular frequency. The electrodes lie away from the particle, so \(\nabla^2\Phi=0\). Since \(\nabla^2(q\Phi)=m\,\mathrm{tr}\,K\), this means

\[
\mathrm{tr}\,K=0 .
\]

A potential that confines along one direction must therefore repel along another, and the magnetic field has to prevent the escape. In trap axes we write

\[
K=\omega_0^2\,\mathrm{diag}\!\left(-\frac{1+\varepsilon}{2},\,-\frac{1-\varepsilon}{2},\,1\right).
\]

Here \(\omega_0\) is the axial frequency when the field lies along \(z\), and \(\varepsilon\) measures the ellipticity. The field has polar angle \(\theta\) and azimuth \(\phi\) in these axes.

At low speed the Lorentz force gives

\[
\ddot{\mathbf x}=-K\mathbf x+\dot{\mathbf x}\times\boldsymbol\Omega,
\qquad \boldsymbol\Omega=\frac{q\mathbf B}{m},
\qquad |\boldsymbol\Omega|=\omega_c=\frac{|q|B}{m}.
\]

The cross product is a linear operation on the velocity, \(\mathbf v\times\boldsymbol\Omega=M\mathbf v\), with

\[
M=\begin{pmatrix}0&\Omega_z&-\Omega_y\\-\Omega_z&0&\Omega_x\\ \Omega_y&-\Omega_x&0\end{pmatrix}.
\]

This matrix is antisymmetric, so

\[
\mathrm{tr}\,M^2=\sum_{ij}M_{ij}M_{ji}=-\sum_{ij}M_{ij}^2=-2\omega_c^2 ,
\]

because each component of \(\boldsymbol\Omega\) appears twice. The result depends on the strength of the field but not on its direction.

Now treat position and velocity as one vector with six components:

\[
\frac{d}{dt}\begin{pmatrix}\mathbf x\\ \mathbf v\end{pmatrix}
=G\begin{pmatrix}\mathbf x\\ \mathbf v\end{pmatrix},
\qquad
G=\begin{pmatrix}0&1\\-K&M\end{pmatrix}.
\]

A solution proportional to \(e^{\lambda t}\) has \(\mathbf v=\lambda\mathbf x\), and the second row then gives \((\lambda^2-\lambda M+K)\mathbf x=0\). For \(\lambda\neq0\), eliminating the upper left block of \(\lambda-G\) gives

\[
\det(\lambda-G)=\det(\lambda)\,\det\!\left(\lambda-M+\frac K\lambda\right)=\det(\lambda^2-\lambda M+K).
\]

Both ends are polynomials in \(\lambda\), so they also agree at \(\lambda=0\). A determinant does not change under transposition, while transposition leaves \(K\) alone and reverses \(M\). The polynomial is therefore even in \(\lambda\), and the six eigenvalues form three pairs \(\pm\lambda\).

We assume that the motion is stable, that is, bounded for every initial state. No eigenvalue can then have a positive real part, and because of the pairing none can have a negative one. The eigenvalues are \(\pm i\omega_+\), \(\pm i\bar\omega_z\) and \(\pm i\omega_-\), named in falling order for a trap in a strong field: the modified cyclotron, axial and magnetron modes.

The trace of \(G^2\) can be found in two ways. Its diagonal blocks are \(-K\) and \(-K+M^2\), so

\[
\mathrm{tr}\,G^2=-2\,\mathrm{tr}\,K+\mathrm{tr}\,M^2=-2\,\mathrm{tr}\,K-2\omega_c^2 .
\]

It is also the sum of the squared eigenvalues, and each pair contributes \(-2\omega^2\):

\[
\mathrm{tr}\,G^2=-2(\omega_+^2+\bar\omega_z^2+\omega_-^2).
\]

Equating the two gives

\[
\omega_+^2+\bar\omega_z^2+\omega_-^2=\omega_c^2+\mathrm{tr}\,K ,
\]

and with Laplace's equation

\[
\boxed{\;\omega_+^2+\bar\omega_z^2+\omega_-^2=\omega_c^2\;}
\]

This is the Brown-Gabrielse invariance theorem. Tilt and ellipticity change the individual frequencies, but they enter neither \(\mathrm{tr}\,K\) nor \(\mathrm{tr}\,M^2\), and no small-angle expansion was made.

A trap with large distortions shows this clearly. For \(\omega_c=4\omega_0\), a tilt of 20°, an azimuth \(\phi=0.7\) rad and \(\varepsilon=0.3\), diagonalizing the equations of motion gives frequencies of 0.137283, 0.891555 and 3.896958 in units of \(\omega_0\). Their squares are 0.01885, 0.79487 and 15.18628, with the sum 16.00000. The plain sum of the fast and slow frequencies is 4.03424, which is 0.9% too large.

The last form before the box shows how the theorem can fail. An added isotropic restoring force \(-m\kappa\mathbf x\) raises \(\mathrm{tr}\,K\) by \(3\kappa\). With \(\kappa=0.1\,\omega_0^2\) in the same trap, the computed sum is 16.3 instead of 16. Charges that the particle induces on the electrodes move with it, so their force is not that of a fixed external potential and need not have zero trace. Anharmonic potentials and nonuniform magnetic fields also lie outside the proof, because the equations of motion are then no longer linear with constant coefficients.

The determinant supplies a second relation. At \(\lambda=0\) the characteristic polynomial equals \(\det K\), while the product of the six eigenvalues is \(\omega_+^2\bar\omega_z^2\omega_-^2\). Hence

\[
\omega_+^2\bar\omega_z^2\omega_-^2=\det K=\frac{\omega_0^6(1-\varepsilon^2)}{4}.
\]

Three nonzero real frequencies thus require \(|\varepsilon|<1\). This is not sufficient, as the aligned trap with \(\varepsilon=0\) shows. A circular orbit of angular speed \(\omega\) about the field then obeys

\[
\omega^2-\omega_c\omega+\tfrac12\omega_0^2=0,
\qquad
\omega_\pm=\tfrac12\left(\omega_c\pm\sqrt{\omega_c^2-2\omega_0^2}\right),
\]

because the magnetic force points inward and the electric force outward. The roots are real and distinct only for \(\omega_c^2>2\omega_0^2\). At \(\omega_c=\omega_0\) they are \((1\pm i)\omega_0/2\), which agrees with the computed growth rate of \(0.5\,\omega_0\). In the stable case the roots satisfy \(\omega_++\omega_-=\omega_c\) and \(\omega_+\omega_-=\omega_0^2/2\). Therefore \(\omega_+^2+\omega_-^2=\omega_c^2-\omega_0^2\), as the theorem demands.

The relation \(\omega_++\omega_-=\omega_c\) is the shortcut mentioned at the start. To find its error in a distorted trap, use first the theorem and then the determinant:

\[
(\omega_++\omega_-)^2=\omega_c^2-\bar\omega_z^2+2\omega_+\omega_-
=\omega_c^2-\bar\omega_z^2+\frac{2\sqrt{\det K}}{\bar\omega_z}.
\]

Moving \(\omega_c^2\) to the left and factoring the difference of squares gives

\[
\omega_++\omega_--\omega_c=
\frac{2\sqrt{\det K}/\bar\omega_z-\bar\omega_z^2}{\omega_++\omega_-+\omega_c}.
\]

For a strong field and small distortions this can be made explicit. In the axial mode \(|\lambda|\) is of order \(\omega_0\ll\omega_c\), so the term \(\lambda M\mathbf x\) can balance the others only if \(\mathbf x\) is nearly parallel to the unit vector \(\mathbf b\) along the field. Projecting the mode equation on \(\mathbf b\) removes \(M\), because \(\mathbf b^TM=0\), and leaves to leading order

\[
\bar\omega_z^2\simeq\mathbf b^TK\mathbf b
=\omega_0^2\left[\cos^2\theta-\tfrac12\sin^2\theta\,(1+\varepsilon\cos2\phi)\right].
\]

To second order in the small quantities \(\theta\) and \(\varepsilon\), this is \(\bar\omega_z^2\simeq\omega_0^2(1-\tfrac32\theta^2)\), so \(1/\bar\omega_z\simeq(1+\tfrac34\theta^2)/\omega_0\). Also \(2\sqrt{\det K}\simeq\omega_0^3(1-\tfrac12\varepsilon^2)\). The numerator of the error becomes \(\omega_0^2(\tfrac34\theta^2-\tfrac12\varepsilon^2+\tfrac32\theta^2)\), and the denominator is close to \(2\omega_c\):

\[
\omega_++\omega_--\omega_c\simeq\frac{\omega_0^2}{2\omega_c}
\left(\tfrac94\theta^2-\tfrac12\varepsilon^2\right).
\]

Tilt and ellipticity act with opposite signs. The shortcut can thus be accurate by accident in an imperfect trap, but this cannot be relied on without knowing both distortions.

The theorem was derived from classical motion, yet it also governs the quantum transition frequencies. In the Hamiltonian \(\boldsymbol\pi^2/2m+\tfrac12m\mathbf x^TK\mathbf x\), with kinetic momentum \(\boldsymbol\pi=m\dot{\mathbf x}\), Heisenberg's equations for the operators are the same linear equations as above. An operator that evolves as \(e^{-i\omega t}\) connects states whose energies differ by \(\hbar\omega\), whatever the quantum number. In this nonrelativistic model each ladder of levels is evenly spaced.

Relativity removes the even spacing. A classical electron of total energy \(E\) in a uniform field circles at \(eB/(\gamma m)\), with \(\gamma=E/(mc^2)\). One more quantum \(\hbar\omega_c\) raises \(\gamma\) by \(\hbar\omega_c/(mc^2)\) and lowers the frequency by that fraction. The Dirac equation confirms this estimate and fixes the dependence on spin.

Let the electron have charge \(-e\), let \(\mathbf B\) point along \(z\), and set the momentum along the field to zero. The trap potential is left out for now. The Dirac Hamiltonian is \(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2\) with \(\boldsymbol\pi=\mathbf p+e\mathbf A\). Its two terms anticommute, so the cross terms vanish in the square:

\[
E^2=m^2c^4+c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2 ,
\]

where the last operator stands for its eigenvalue. The components of \(\boldsymbol\pi\) do not commute:

\[
[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]
=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\]

Since \(\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x\), it follows that

\[
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y]
=\pi_x^2+\pi_y^2+\hbar eB\,\sigma_z .
\]

Define \(a=(\pi_x-i\pi_y)/\sqrt{2\hbar eB}\). Then

\[
[a,a^\dagger]=\frac{2i[\pi_x,\pi_y]}{2\hbar eB}=1,
\qquad
a^\dagger a=\frac{\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]}{2\hbar eB}
=\frac{\pi_x^2+\pi_y^2}{2\hbar eB}-\frac12 .
\]

So \(a^\dagger a\) has the eigenvalues \(n=0,1,2,\dots\), and \(\pi_x^2+\pi_y^2\) has the values \((2n+1)\hbar eB\). Writing \(\sigma_z=2m_s\) with \(m_s=\pm\tfrac12\), and using \(c^2\hbar eB=mc^2\,\hbar\omega_c\), we obtain the positive energies

\[
E=mc^2\sqrt{1+2bN},\qquad N=n+\tfrac12+m_s,\qquad b=\frac{\hbar\omega_c}{mc^2}.
\]

Diagonalizing the Dirac Hamiltonian in an oscillator basis at \(b=0.1\), where relativity is strong, reproduces these levels to rounding accuracy.

For small \(b\) the square root expands as

\[
\frac{E}{mc^2}=1+bN-\tfrac12b^2N^2+\tfrac12b^3N^3+\dots
\]

The transition \(n\to n+1\) at fixed spin takes \(N\) to \(N+1\). Because \((N+1)^2-N^2=2N+1=2(n+1+m_s)\), its angular frequency through second order in \(b\) is

\[
\omega_{n\to n+1}=\omega_c-\delta\,(n+1+m_s),
\qquad
\boxed{\;\delta=b\,\omega_c=\frac{\hbar\omega_c^2}{mc^2}\;}
\]

Each added quantum lowers the next transition by \(\delta\), for either spin. The cubic term changes the first such difference by the relative amount \(-\tfrac12b(2^3-2\cdot1^3)=-3b\), counted from \(N=0\). At \(b=0.001\) this predicts a ratio of 0.997 to the leading formula, and the diagonalized levels give 0.99701. Since \(\omega_c=eB/m\), the shift is \(\delta=\hbar e^2B^2/(m^3c^2)\). It grows as the square of the field and falls as the cube of the mass, so a heavier particle of the same charge has a much smaller shift in the same field. For the electron at 5.3 T, \(\delta/2\pi\) is about 180 Hz. The Dirac equation used here has \(g=2\); the anomalous magnetic moment, radiation and the influence of the cavity are left out.

The trap potential changes \(\delta\) as well. For an aligned trap with \(\varepsilon=0\), a semiclassical argument gives the size. A relativistic circular orbit of radius \(\rho\) obeys

\[
\gamma\omega^2=\omega_c\omega-\tfrac12\omega_0^2,
\qquad \gamma\simeq1+\frac{\omega^2\rho^2}{2c^2}.
\]

Put \(\omega=\omega_++\eta\) and keep first order in \(\rho^2\). The nonrelativistic terms cancel, which leaves

\[
(2\omega_+-\omega_c)\,\eta=-\frac{\omega_+^4\rho^2}{2c^2},
\qquad 2\omega_+-\omega_c=\omega_+-\omega_- .
\]

The canonical angular momentum is

\[
J=\gamma m\omega\rho^2-\tfrac12m\omega_c\rho^2\simeq\tfrac12m(\omega_+-\omega_-)\rho^2 ,
\]

where the second term comes from the vector potential and the negative charge. On a circular orbit the energy is stationary with respect to the radius at fixed \(J\), so Hamilton's equation for the angle gives \(dE/dJ=\omega\). One quantum raises \(J\) by \(\hbar\), and the shift per quantum is

\[
\delta_{\rm trap}=-\hbar\frac{\eta}{J}
=\frac{\hbar\,\omega_+^4}{(\omega_+-\omega_-)^2mc^2}
=\frac{\delta}{(1-x^2)^2},\qquad x=\frac{\omega_-}{\omega_+}.
\]

The last step uses \(\omega_c=\omega_++\omega_-\) in \(\delta\). For \(\omega_0=0.5\,\omega_c\), a numerical solution of the orbit equation and this formula both give a factor of 1.06158. The corresponding factor for a tilted elliptic trap is not derived here.

Consider now an electron at \(B=5.3\) T in a trap with \(\omega_0/2\pi=60\) MHz, \(\theta=1^\circ\), \(\phi=30^\circ\) and \(\varepsilon=0.01\). These are round model parameters. Write \(\nu=\omega/2\pi\) for each mode. The free cyclotron frequency is \(\nu_c=148\,360\,196\,121.4122\) Hz. The many digits serve to compare frequencies within the model; they do not claim that a field is known so well. They also depend on the constants: the CODATA 2022 electron mass is used, and the 2018 value would raise \(\nu_c\) by 202 Hz. Diagonalizing the equations of motion gives

\[
\begin{aligned}
\nu_+&=148\,360\,183\,994.3293\ \text{Hz},\\
\bar\nu_z&=59\,986\,269.1878\ \text{Hz},\\
\nu_-&=12\,134.8056\ \text{Hz}.
\end{aligned}
\]

The root of the sum of their squares returns \(\nu_c\) to all printed digits. The theorem also shows what separates \(\nu_+\) from \(\nu_c\):

\[
\nu_c-\nu_+=\frac{\bar\nu_z^2+\nu_-^2}{\nu_c+\nu_+}.
\]

With \(2\nu_c\) as the denominator, the axial term is 12127.0819 Hz and the magnetron term is 0.0005 Hz. The true denominator is smaller by 12127 Hz, which raises the result by another 0.0005 Hz. The total is 12127.0829 Hz, as found.

This hierarchy tells how well each mode must be measured. Differentiating the theorem gives

\[
d\nu_c=\frac{\nu_+}{\nu_c}\,d\nu_++\frac{\bar\nu_z}{\nu_c}\,d\bar\nu_z+\frac{\nu_-}{\nu_c}\,d\nu_- .
\]

An error of 1 Hz in \(\nu_+\) passes almost fully into \(\nu_c\). The same error in \(\bar\nu_z\) contributes about \(4\times10^{-4}\) Hz, and in \(\nu_-\) about \(8\times10^{-8}\) Hz.

The shortcut gives \(\nu_++\nu_--\nu_c=7.7228\) Hz, or \(5.2\times10^{-11}\) of \(\nu_c\). The small-distortion formula can be checked by hand. The prefactor is \((60\ \text{MHz})^2/(2\nu_c)=12132.6\) Hz, and with \(\theta=0.017453\) the bracket is \(6.854\times10^{-4}-0.500\times10^{-4}=6.354\times10^{-4}\). The product is 7.71 Hz. The next term in the bracket, \(\tfrac34\varepsilon\theta^2\cos2\phi\), follows from the \(\varepsilon\)-dependent part of \(\mathbf b^TK\mathbf b\) and adds 0.014 Hz, which accounts for the difference.

For the relativistic shift, \(b=1.20072\times10^{-9}\), and

\[
\frac{\delta}{2\pi}=b\,\nu_c=1.20072\times10^{-9}\times1.483602\times10^{11}\ \text{Hz}=178.14\ \text{Hz},
\]

which corresponds to an energy of \(7.367\times10^{-13}\) eV. Differences of the full square-root levels give the same value. With spin up, the transition \(0\to1\) lies \(\tfrac32\times178.14=267.21\) Hz below \(\nu_c\), and \(1\to2\) lies 445.35 Hz below. With spin down, the two offsets are 89.07 Hz and 267.21 Hz. One value occurs for both spins because, at \(g=2\), the energy depends on \(n\) and \(m_s\) through \(N\) alone. At zero momentum along the field, an anomalous moment only adds a constant of opposite sign for the two spins, so these fixed-spin transitions would be the same with it. In the aligned trap with the same \(\omega_0\), the potential would change \(\delta\) by a relative amount of only \(1.3\times10^{-14}\). The offset itself is more sensitive, because a trapped electron also moves along the field. A momentum \(p_z\) adds \(p_z^2/(m^2c^2)\) under the square root of the Dirac levels and lowers the transition by the further fraction \(\langle p_z^2\rangle/(2m^2c^2)\). In a harmonic axial well the mean kinetic energy is half the axial energy \(E_z\), so this fraction is \(E_z/(2mc^2)\). It amounts to \(b\bar\nu_z/4=0.018\) Hz in the axial ground state. For thermal axial motion, with \(E_z\simeq k_BT\), it is on average 1.25 Hz at 0.1 K and 52.5 Hz at 4.2 K.

The invariance theorem requires nonrelativistic frequencies, so the offset must be added back to the measured \(\nu_+\) before squaring. Suppose that the spin-up transition \(0\to1\) is measured and that its offset has the free-field value. If the offset is left in, the inferred \(\nu_c\) is too low by 267.21 Hz, or \(1.8\times10^{-9}\) of \(\nu_c\). In this example that is about 35 times the error of the shortcut. At a required relative accuracy of \(10^{-9}\) the relativistic offset of this transition must be corrected, while the shortcut would still serve for these distortions. For the spin-down transition \(0\to1\) the offset is smaller, \(6.0\times10^{-10}\) of \(\nu_c\). At \(10^{-11}\) both the correction and the sum of squares are needed, but in a real trap they are not enough: the shift from axial energy is \(8\times10^{-12}\) of \(\nu_c\) at 0.1 K and \(3.5\times10^{-10}\) at 4.2 K, and the cavity shift is not included here. The values for zero axial momentum are in the numerical output below.

## Computed values

```
TEST TRAPS (frequencies in units of w0)
cyclotron 4, tilt 20 deg, eps 0.3: modes 0.137283 0.891555 3.896958, sum of squares 16.000000
cyclotron 6, tilt 35 deg, eps -0.5: modes 0.103390 0.702971 5.957780, sum of squares 36.000000
first trap plus isotropic stiffness 0.1: sum of squares 16.300000
unstable trap, eps 1.2, cyclotron 4: growth rate 0.0856 w0
unstable trap, eps 0, cyclotron 1: growth rate 0.5000 w0

DIRAC TEST
largest level error at b = 0.1: 4.4e-16 m c^2
shift per quantum / (b^2 m c^2) at b = 0.001: 0.99701
aligned trap, w0 = 0.5 w_c: shift / free shift = 1.061580 (orbit), 1.061580 (formula)

ELECTRON IN A TILTED ELLIPTIC TRAP
magnetic field: 5.3 T
aligned-trap axial frequency: 60.0 MHz
tilt 1 deg, azimuth 30 deg, eps 0.01
free cyclotron frequency e B/(2 pi m): 148360196121.4122 Hz
f_plus:  148360183994.3293 Hz
f_axial: 59986269.1878 Hz
f_minus: 12134.8056 Hz
root of sum of squares: 148360196121.4122 Hz
f_c - f_plus: 12127.0829 Hz
axial term f_axial^2/(2 f_c): 12127.0819 Hz
slow term f_minus^2/(2 f_c): 4.963e-04 Hz
shortcut f_plus + f_minus - f_c: 7.7228 Hz
shortcut error / f_c: 5.205e-11

RELATIVISTIC SHIFT (free electron, g = 2)
b = h f_c/(m c^2): 1.20072e-09
shift per quantum from levels:  178.1396 Hz
shift per quantum from formula: 178.1396 Hz
shift per quantum as energy: 7.3673e-13 eV
spin up, n = 0 to 1: transition - f_c = -267.209 Hz
spin up, n = 1 to 2: transition - f_c = -445.349 Hz
spin down, n = 0 to 1: transition - f_c = -89.070 Hz
spin down, n = 1 to 2: transition - f_c = -267.209 Hz
relative change of shift in the aligned trap: 1.34e-14
f_c error if offset (spin up, 0 to 1) is ignored: -267.209 Hz
the same error / f_c: -1.801e-09
```
